Variational exciton binding in a freestanding MoS2 monolayer

**Setting**

An electron and a hole move in a flat, polarisable sheet with vacuum on both sides. The bands are isotropic and parabolic, the pair has zero total momentum, and screening is static. Electron-hole exchange is left out. Gaussian units are used, so e² stands for e²/(4πε₀) in SI. The relative coordinate is r, the reduced mass is μ, and the binding energy E_b is the transport gap minus the energy of the lowest exciton.

The sheet responds to the in-plane field with polarisation P = −χ∇φ δ(z), where ∇ acts in the plane and φ is taken at z = 0. Define the screening length r₀ = 2πχ. For freestanding MoS2 take μ = 0.25 electron masses and r₀ = 4.15 nm. The trial state is

ψ(r) = √(2/(πa²)) exp(−r/a).

**(a) Find the electron-hole interaction in momentum space and in real space. How does it behave at short and long distance?**

*Answer.* The induced charge density is −∇·P = χ∇²φ δ(z). For a point charge e at the origin, a Fourier transform in the plane turns Poisson's equation into

(∂²/∂z² − q²)φ(q,z) = −4π[e − χq²φ(q,0)]δ(z).

Away from the sheet the decaying solution is φ(q,z) = φ₀ exp(−q|z|). Its slope jumps by −2qφ₀ at z = 0, so

2qφ₀ = 4π(e − χq²φ₀),
φ₀ = 2πe/[q(1 + r₀q)].

The other particle has charge −e, hence

V(q) = −2πe²/[q(1 + r₀q)].

This is the Rytova-Keldysh potential. Transforming back and doing the angular integral gives

V(r) = −e² ∫₀^∞ dq J₀(qr)/(1 + r₀q).

Now write 1/(1 + r₀q) = ∫₀^∞ du exp[−u(1 + r₀q)]. The Coulomb potential at height z has the planar transform 2π exp(−qz)/q, so ∫₀^∞ dq J₀(qr)exp(−qz) = 1/√(r² + z²). With z = r₀u,

V(r) = −e² ∫₀^∞ du exp(−u)/√(r² + r₀²u²).

For r ≫ r₀ the second term under the root is negligible where exp(−u) matters, and V → −e²/r. For r ≪ r₀, integrate by parts:

V(r) = −(e²/r₀) ∫₀^∞ du exp(−u) asinh(r₀u/r)
≈ −(e²/r₀)[ln(2r₀/r) − γ], γ ≈ 0.577.

The last step uses asinh x ≈ ln 2x and ∫₀^∞ exp(−u) ln u du = −γ. The sheet screens strongly at short distance, where the field lines run largely inside it, and loses its effect far away.

**(b) Reduce the trial energy to a single dimensionless integral.**

*Answer.* The state is normalised, since (4/a²)∫₀^∞ r exp(−2r/a)dr = 1. Its gradient has magnitude ψ/a, so the kinetic energy is

T = (ħ²/2μ)∫|∇ψ|²d²r = ħ²/(2μa²).

For the potential energy we need the transform of |ψ|². Put b = 2/a. Differentiating ∫₀^∞ exp(−br)J₀(qr)dr = (b² + q²)^(−1/2) with respect to b gives

∫₀^∞ r exp(−br)J₀(qr)dr = b/(b² + q²)^(3/2).

Multiplication by 4/a² = b² yields

ρ(q) = (1 + q²a²/4)^(−3/2).

Then ⟨V⟩ = ∫d²q/(2π)² V(q)ρ(q) = −e²∫₀^∞ dq ρ(q)/(1 + r₀q). Substitute q = 2t/a and define s = 2r₀/a:

⟨V⟩ = −(e²/r₀)F(s), F(s) = sI(s),
I(s) = ∫₀^∞ dt/[(1 + st)(1 + t²)^(3/2)].

With g = ħ²/(μe²r₀), the kinetic energy is ħ²s²/(8μr₀²) = (e²/r₀)gs²/8. Therefore

E(s) = (e²/r₀)[gs²/8 − F(s)].

**(c) Evaluate I(s) in closed form.**

*Answer.* Put t = tan θ and D = cos θ + s sin θ. Since dt = dθ/cos²θ and (1 + t²)^(3/2) = 1/cos³θ,

I = ∫₀^(π/2) dθ cos²θ/D.

Let n = 1 + s² and D′ = dD/dθ = −sin θ + s cos θ. Then D + sD′ = n cos θ and D² + D′² = n. The first relation gives

cos²θ/D = (1/n)[cos θ + s cos θ D′/D].

Using both relations,

cos θ D′/D = (D + sD′)D′/(nD)
= D′/n + s(n − D²)/(nD)
= D′/n + s/D − sD/n.

The elementary integrals over 0 < θ < π/2 are

∫cos θ dθ = 1, ∫D′dθ = s − 1, ∫D dθ = 1 + s.

For the remaining one write D = √n cos(θ − α), with tan α = s. Because ∫dx/cos x = asinh(tan x),

∫dθ/D = L/√n, L = asinh s + asinh(1/s).

Collecting terms,

I = (1/n)[1 + s(s − 1)/n − s²(1 + s)/n + s²L/√n].

The terms without L have numerator 1 + s² + s² − s − s² − s³ = (1 − s)(1 + s²) over n. Hence

I(s) = (1 − s)/(1 + s²) + s²L/(1 + s²)^(3/2).

**(d) Derive the minimum condition, show that there is one minimum, and find the binding energy for the given parameters.**

*Answer.* Setting dE/ds = 0 gives

gs/4 = F′(s).

From (c), F = s(1 − s)/n + s³L/n^(3/2). Differentiate the two pieces, using L′ = 1/√n − 1/(s√n) = (s − 1)/(s√n):

d/ds[s(1 − s)/n] = (1 − 2s)/n − 2s²(1 − s)/n²,

d/ds[s³L/n^(3/2)] = 3s²L/n^(3/2) − 3s⁴L/n^(5/2) − s²(1 − s)/n²
= 3s²L/n^(5/2) − s²(1 − s)/n².

In the sum, the terms without L have numerator (1 − 2s)(1 + s²) − 3s²(1 − s) = 1 − 2s − 2s² + s³, which factors as (1 + s)(s² − 3s + 1). Thus

F′(s) = (1 + s)(s² − 3s + 1)/n² + 3s²L/n^(5/2).

Uniqueness is clearer from the integral. Since d/ds[s/(1 + st)] = 1/(1 + st)²,

F′(s) = ∫₀^∞ dt/[(1 + st)²(1 + t²)^(3/2)].

This is positive and falls steadily from F′(0) = 1 to zero. So gs/4 − F′(s) rises from −1 without bound and has one zero. The energy falls before it and rises after it.

For the example, ħ²/(2μ) = 0.15240 eV nm² and e² = 1.43996 eV nm. Hence

g = 2 × 0.15240/(1.43996 × 4.15) = 0.05101.

Numerical root finding gives s = 8.0711. Both sides of the minimum condition are then 0.1029. The radius and energies follow:

a = 2 × 4.15/8.0711 = 1.028 nm,
T = 0.15240/1.0284² = 0.144 eV,
⟨V⟩ = −0.34698 × 1.98026 = −0.687 eV,
E = 0.144 − 0.687 = −0.543 eV.

The trial binding is 0.543 eV, or 8.70 × 10⁻²⁰ J. The minimum is shallow: at a = 0.8 and 1.2 nm the trial energies are −0.523 and −0.537 eV.

A scaling argument supplies a check. With x = r/a, the potential energy is an average of V(ax) over a fixed distribution, so a d⟨V⟩/da = ⟨r dV/dr⟩. Since T varies as 1/a², a stationary energy requires 2T = ⟨r dV/dr⟩. Direct integration of the radial force gives 0.2882 eV, equal to twice 0.1441 eV.

**(e) Examine the limits of weak and strong sheet screening.**

*Answer.* For r₀ → 0, g becomes large and s small. Then F ≈ s, the condition gives s = 4/g, and

a = ħ²/(2μe²), E = −2μe⁴/ħ².

This is the two-dimensional hydrogen ground state. To confirm it, act on exp(−r/a) with the Hamiltonian for V = −e²/r. The result is

[−ħ²/(2μa²) + (ħ²/(2μa) − e²)/r] exp(−r/a).

The 1/r term vanishes at this a, leaving a nodeless eigenstate. With μ unchanged the binding would be 13.6 eV, so the sheet's polarisation reduces it about 25-fold.

For strong screening, g ≪ 1 and s ≫ 1. Expanding (c) gives F ≈ ln(2s) − 1 + 2/s. The leading condition is gs²/4 = 1, hence

s ≈ 2/√g, a ≈ r₀√g = √(ħ²r₀/(μe²)),
E_b ≈ (e²/r₀)[ln(4/√g) − 3/2 + √g].

The error in s affects the energy only at second order, beyond the terms kept. Here the estimate is a ≈ 0.94 nm and E_b ≈ 0.555 eV, against 1.028 nm and 0.543 eV from the full trial calculation. Without the √g correction the binding estimate is 0.48 eV. MoS2 therefore lies near the logarithmic regime, but the correction matters.

**(f) Is the result in (d) the model's ground-state binding? Where does the trial state go wrong?**

*Answer.* No. The variational principle places the trial energy at or above the ground-state energy, so 0.543 eV is a lower bound on the model's binding. A radial finite-difference diagonalization gives 0.555 eV. The trial deficit is 12 meV, about 2% of that value.

The trial state has slope −ψ/a at the origin. For the true zero-angular-momentum state, multiply the radial equation by r and integrate from the origin:

rψ′(r) = (2μ/ħ²)∫₀^r [V(r′) − E]ψ(r′)r′dr′.

There is no boundary term, because a solution behaving as ln r would have infinite kinetic energy. With logarithmic V, the right side varies as r² ln r, so ψ′ vanishes at r = 0. The cusp suits a Coulomb singularity, which this potential lacks.

To test the importance of this fault, replace r in the exponential by √(r² + b²) and minimise over both a and b. The binding becomes 0.554 eV, recovering 96% of the deficit, with a = 0.76 nm and b = 0.67 nm. The decay length a also falls, from 1.03 nm to 0.76 nm, so the new state decays faster at large r as well as being smooth at the origin. The original exponential falls off too slowly there, a second fault, and the 96% cannot be credited to the cusp alone.

**(g) How far can the number be carried over to a real MoS2 layer or device?**

*Answer.* The chosen μ and r₀ are typical model values for MoS2. Raising μ alone by 10% changes the trial binding to 0.557 eV; raising r₀ alone by 10% changes it to 0.506 eV. The third digit of the result therefore has no material significance. The trial state's rms separation, 1.26 nm, is about four lattice constants, taking a rough spacing of 0.3 nm, which makes a continuum description reasonable but not asymptotically precise.

The assumption of vacuum on both sides fails once the layer rests on a substrate. An oxide of permittivity ε below the sheet changes the slope condition in (a) to q(1 + ε)φ₀ = 4π(e − χq²φ₀). Thus 1 + r₀q becomes κ + r₀q, with κ = (1 + ε)/2. This replaces e² by e²/κ and r₀ by r₀/κ, leaving e²/r₀ fixed and multiplying g by κ². With μ and χ held fixed, a rough electronic permittivity of 2.1 gives a trial binding of 0.42 eV, while a rough static value of 3.9 gives 0.31 eV. Deciding between them requires dynamic screening, which is not treated here. The freestanding result should not be used for a supported layer.

Finite thickness also changes the attraction, by an amount and sign that depend on how the charges are spread across the layer. Suppose electron, hole and polarisation share a uniform profile of thickness d, with the polarisation set by the profile-averaged field, and let Φ(q) be the average of exp(−q|z − z′|) over it. The profile-averaged potential obeys

φ = (2πΦ/q)(e − χq²φ),
φ = 2πe/[q(1/Φ + r₀q)].

The mean of |z − z′| is d/3, so 1/Φ ≈ 1 + qd/3 at small qd. To this order, r₀ grows by d/3. For a rough d = 0.6 nm, minimisation with the full Φ gives 0.524 eV, a loss of 19 meV; the d/3 rule gives nearly the same. This loss belongs to the uniform profile. In a dielectric slab of the same thickness and in-plane polarisability, charges confined to the mid-plane attract as screened Coulomb charges at distances below d, more strongly than the logarithm, and the binding can rise instead. The band-edge states of MoS2 are mostly Mo d orbitals near the mid-plane, so the sign of the thickness correction is not settled by this estimate.

Nonparabolic bands change the kinetic energy. For equal-mass Dirac bands with gap E_g, the pair's kinetic energy is √(E_g² + 4ħ²v²k²) − E_g. Matching its small-k form to t = ħ²k²/(2μ) gives

E_g[√(1 + 2t/E_g) − 1].

The transform used in (b), now with b = 1/a, makes the probability distribution of u = ka equal to 4u du/(1 + u²)³. Averaging the difference from t, with a rough gap of 2.5 eV, lowers the trial energy by 16 meV at fixed a. The cusp gives the trial state too much weight at large k, where the two kinetic energies differ most, so this figure overstates the shift of the model's ground state. It also counts the kinetic term only; the Dirac states alter the interaction too, which is not treated here. The shift should therefore not be taken to cancel the thickness loss.

An in-plane field F tilts the potential to V(r) − eFr along its axis. A barrier at energy −E_b survives while F is below the maximum of [E_b + V(r)]/(er). Using the numerical ground-state binding, this limit is 0.76 MV/cm. At 0.20 MV/cm the one-dimensional WKB factor is exp(−Γ), where

Γ = (2/ħ)∫dr √(2μ[V(r) − eFr + E_b]) = 45,

integrated over the forbidden region. Dropping V would give Γ = 71, so the attractive tail greatly assists tunnelling. Transverse motion and the field's own shift of the bound level are ignored, making both field results estimates.

At 300 K, kT is 25.9 meV and the trial binding is 21 times larger. That ratio alone does not fix the fraction of bound pairs, which also depends on density. Exchange and dynamic screening remain unsized.

Table of computed values

```
Reduced mass: 0.25 electron masses
Screening length r0: 4.15 nm
Gaussian e^2: 1.43996 eV nm
hbar^2/(2 mu): 0.15240 eV nm^2
Energy scale e^2/r0: 0.34698 eV
Dimensionless g: 0.05101
Optimum s: 8.0711
L at optimum: 2.90884
F at optimum: 1.98026
F' at optimum: 0.10292
Optimum radius a: 1.0284 nm
Kinetic energy: 0.1441 eV
Potential energy: -0.6871 eV
Variational binding: 0.5430 eV
Variational binding: 8.700e-20 J
Virial <r dV/dr>: 0.2882 eV
Rms separation: 1.259 nm
Trial energy at a=0.6 nm: -0.4248 eV
Trial energy at a=0.8 nm: -0.5227 eV
Trial energy at a=1.0 nm: -0.5428 eV
Trial energy at a=1.2 nm: -0.5373 eV
Trial energy at a=1.5 nm: -0.5139 eV
Unscreened 2D hydrogen binding: 13.61 eV
Numerical model binding: 0.5547 eV
Variational deficit: 11.7 meV
Rounded-trial binding: 0.5543 eV
Rounded-trial a: 0.760 nm
Rounded-trial b: 0.666 nm
Deficit recovered by rounding: 96.3 percent
Binding with mu raised 10 percent: 0.5568 eV
Binding with r0 raised 10 percent: 0.5062 eV
Oxide permittivity 2.1, kappa 1.55: binding 0.422 eV
Oxide permittivity 3.9, kappa 2.45: binding 0.308 eV
Rough layer thickness: 0.6 nm
Binding with finite thickness: 0.5237 eV
Binding by r0+d/3 rule: 0.5245 eV
Rough gap for band correction: 2.5 eV
Dirac first-order energy shift: -16.0 meV
Barrier-loss field: 0.76 MV/cm
Field for tunnelling estimate: 0.20 MV/cm
WKB exponent with attraction: 45.0 (dimensionless)
WKB exponent, triangular barrier: 70.6 (dimensionless)
Thermal energy at 300 K: 25.85 meV
Binding / thermal energy: 21.0 (dimensionless)
```
